# Knudsen diffusion in long tubes with partly specular walls

## 1. Equal steps on a line

A walker moves along a line in steps of length $\delta$, each taking a time $\tau$. After each step its direction is redrawn with probability $f$, left or right with equal chance; otherwise the direction is kept. The walk therefore consists of independent runs of $N$ equal steps, with

$$P(N)=f(1-f)^{N-1},\qquad N=1,2,\dots$$

With $q=1-f$, differentiating the geometric series gives $\sum Nq^{N-1}=1/(1-q)^2$ and $\sum N(N-1)q^{N-2}=2/(1-q)^3$. Hence

$$\langle N\rangle=\frac1f,\qquad \langle N(N-1)\rangle=\frac{2(1-f)}{f^2},\qquad \langle N^2\rangle=\frac{2(1-f)}{f^2}+\frac1f=\frac{2-f}{f^2}.$$

After $M$ runs the mean displacement is zero, the variance is $M\delta^2\langle N^2\rangle$, and the elapsed time approaches $M\tau\langle N\rangle$. The diffusivity is half the variance per unit time:

$$D=\frac{\delta^2\langle N^2\rangle}{2\tau\langle N\rangle}=\frac{\delta^2}{2\tau}\,\frac{2-f}{f}.$$

For $f=1$ this is the ordinary random walk. For $f\to0$ it grows as $2/f$, because the runs become long. The factor is not $1/f$: the variance contains $\langle N^2\rangle$, not $\langle N\rangle^2$. What matters is that all steps within a run are equal.

## 2. The circular tube

Now take a gas in a long tube of radius $R$ at uniform temperature $T$, so dilute that molecules collide with the wall alone. The wall follows Maxwell's law. With probability $f$, independent of angle and speed, a molecule is re-emitted diffusely: its direction follows the cosine law and its speed that of a thermal flux. Otherwise it is reflected specularly. Molecules are neither lost nor delayed at the wall. The mean thermal speed is $\bar v=\sqrt{8kT/\pi m}$.

Let $\mu$ be the cosine between the velocity and the tube axis $z$, and $s=\sqrt{1-\mu^2}$. Let $\varphi$ be the angle between the velocity projected on the cross-section and the inward normal. The cosine of the full emission angle is $s\cos\varphi$, and the solid angle is $d\mu\,d\varphi$, so the cosine law factorizes:

$$\frac{s\cos\varphi}{\pi}\,d\mu\,d\varphi=\left(\frac2\pi\,s\,d\mu\right)\left(\frac12\cos\varphi\,d\varphi\right).$$

The projected chord is $\ell=2R\cos\varphi$, and the axial displacement along it is $z=\ell\mu/s$. The required averages are

$$\left\langle\frac{\mu^2}{s^2}\right\rangle=\frac2\pi\int_{-1}^{1}\frac{\mu^2d\mu}{\sqrt{1-\mu^2}}=1,\qquad
\langle\ell^2\rangle=\frac{4R^2}{2}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{8R^2}{3},$$

so $\langle z^2\rangle=8R^2/3$. The full path is $\ell/s$. Since $\langle\ell\rangle=\pi R/2$ and $\langle1/s\rangle=4/\pi$, its mean is $2R$. In a thermal flux speeds are weighted by an extra factor $v$, so $\langle1/v\rangle_{\rm flux}=1/\bar v$. Speed and direction are independent, and the mean time per chord is $2R/\bar v$.

Specular reflection at a wall parallel to the axis keeps $v_z$ and the speed. In a circle, the two radii at the ends of a chord form an isosceles triangle with it, so the angle $\varphi$ is the same at both ends. The next chord therefore has the same $\ell$ and the same $z$, sign included. A flight between diffuse events consists of $N$ equal steps, as in Section 1, with $N$ independent of $z$:

$$D=\frac{\langle z^2\rangle\langle N^2\rangle}{2(2R/\bar v)\langle N\rangle}
=\frac{8R^2}{3}\,\frac{\bar v}{4R}\,\frac{2-f}{f}
=\frac23R\bar v\,\frac{2-f}{f}.$$

The limit $f=1$ is the Knudsen diffusivity $\frac23R\bar v$. Within this wall model, and for an infinitely long tube, the factor $(2-f)/f$, called the Smoluchowski factor, is exact for a circular section.

## 3. The slip argument, and its repair

The same factor can be sought from a force balance. Let the density $n(z)$ have a small constant gradient $n'<0$. The net pressure force per unit length, $\pi R^2kT|n'|$, is carried by a wall area $2\pi R$, so the wall stress is $(R/2)kT|n'|$.

Suppose that all molecules arriving at the wall share one axial drift $u_{\rm in}$. They arrive at a rate $n\bar v/4$ per area, and a fraction $f$ gives up its drift momentum:

$$f\,m\,\frac{n\bar v}{4}\,u_{\rm in}=\frac R2kT|n'|.$$

Departing molecules have mean drift $(1-f)u_{\rm in}$, so the mean over both halves is $u=\frac12(2-f)u_{\rm in}$. With $kT/m=\pi\bar v^2/8$, the balance gives $u_{\rm in}=\pi R\bar v|n'|/(4fn)$, and $nu=D|n'|$ yields

$$D_{\rm drift}=\frac\pi8R\bar v\,\frac{2-f}{f}.$$

The factor is right, but the prefactor is $3\pi/16=0.589$ times the true one. The fault lies in the single drift.

To repair it, treat each direction separately. A molecule now at $z$ left its last diffuse collision at $z-v_zt$, where $t$ is the time since then. Diffuse emission at height $z'$ has the Maxwellian form with density $n(z')$: the deviation from local equilibrium is odd in $v_z$, so it does not alter the number of molecules reaching the wall. For a linear $n(z)$ the distribution is therefore

$$F=M(\mathbf v)\left[n(z)-n'v_z\langle t\rangle\right],$$

where $M$ is the normalized Maxwellian and $\langle t\rangle$ averages over the specular history. The flux is $-n'\langle v_z^2t\rangle$, hence $D=\langle v_z^2t\rangle$.

Measure the history by its projected path $h=vst$. Along a chord of projected length $c$, $h$ grows by $c$. At the wall a fraction $1-f$ retains it:

$$h_{\rm out}=(1-f)(h_{\rm out}+c)\quad\Rightarrow\quad h_{\rm out}=\frac{1-f}{f}\,c.$$

At a point a projected distance $b$ from the last wall contact, $h=b+h_{\rm out}$. Averaged along the chord, $b$ gives $c/2$, so

$$\frac c2+\frac{1-f}{f}c=\frac c2\,\frac{2-f}{f}.$$

This is the slip factor, found for every chord separately. It remains to average over the disc. For a fixed direction, a chord at offset $p$ from the centre has $c=2\sqrt{R^2-p^2}$ and contains points in proportion to $c$:

$$\langle c\rangle_{\rm disc}=\frac{1}{\pi R^2}\int_{-R}^{R}4(R^2-p^2)\,dp=\frac{16R}{3\pi}.$$

Since $v_z^2t=v(\mu^2/s)h$, and the isotropic average is $\langle\mu^2/s\rangle=\frac12\cdot\frac\pi2=\frac\pi4$,

$$D=\bar v\,\frac\pi4\,\frac{8R}{3\pi}\,\frac{2-f}{f}=\frac23R\bar v\,\frac{2-f}{f},$$

in agreement with the random walk.

The force balance itself was sound. Arriving molecules have $h_{\rm in}=c/f$, and their normal speed is $vs\cos\varphi$. The momentum given to the wall is then

$$m|n'|\,f\int_{\rm in}M\,v_z^2\,(vs\cos\varphi)\,\frac{2R\cos\varphi}{f\,vs}\,d^3v
=2Rm|n'|\cdot\frac{kT}{m}\cdot\frac14=\frac R2kT|n'|.$$

The $1/4$ is one half for the arriving half-space times one half for $\langle\cos^2\varphi\rangle$. The true distribution meets the balance but carries more flux than a uniform drift. Its excess grows with the flight time $h/(vs)$. Of the ratio $16/3\pi=1.70$, a factor $\pi/2$ comes from molecules of small transverse speed $vs$, which fill the volume but seldom reach the wall, and a factor $32/3\pi^2=1.08$ comes from the greater weight of long chords in the volume.

A quadrature over disc and directions, tested at $f=1$, 0.8, 0.5 and 0.2, reproduces $D/(R\bar v)=0.6667$, 1, 2 and 6.

## 4. Other cross-sections: an upper bound

Let the tube have any bounded uniform cross-section of area $A$ and perimeter $P$. Specular reflection still preserves $\mu/s$, but successive projected chords $\ell_0,\ell_1,\dots$ may differ. The measure uniform along the perimeter, with weight $\frac12\cos\varphi\,d\varphi$, is preserved by specular flight and by diffuse re-emission. All averages below use it.

The variance per collision is the sum of correlations between axial steps. A diffuse event between two steps redraws the sign of $\mu$ evenly and removes their correlation; the chance of none in $k$ collisions is $(1-f)^k$. As $\langle\mu^2/s^2\rangle=1$,

$$D=\frac{\langle\ell_0^2\rangle}{2\bar t}\,S(f),\qquad
S(f)=1+2\sum_{k\ge1}(1-f)^kC_k,\qquad C_k=\frac{\langle\ell_0\ell_k\rangle}{\langle\ell_0^2\rangle}.$$

The mean time per collision, $\bar t$, does not depend on $f$, because the measure does not. For each projected direction the chords fill the area $A$, so $\langle\ell\rangle=2\pi A/(2P)=\pi A/P$. Multiplication by $\langle1/s\rangle=4/\pi$ gives a mean path $4A/P$ and $\bar t=4A/(P\bar v)$.

By the Cauchy–Schwarz inequality and the invariance of the measure,

$$\langle\ell_0\ell_k\rangle\le\sqrt{\langle\ell_0^2\rangle\langle\ell_k^2\rangle}=\langle\ell_0^2\rangle.$$

Thus $C_k\le1$, and summing the geometric series,

$$S(f)\le1+\frac{2(1-f)}{f}=\frac{2-f}{f}.$$

For $f<1$ equality requires successive specular chords to be equal, apart from a set of measure zero. The circle meets this condition.

**The square.** Let the side be $a$. By symmetry, it suffices to take projected directions at angles $0\le\theta\le\pi/4$ to one pair of sides. Lines in direction $\theta$ cross the square over a width $a(\cos\theta+\sin\theta)$. In a central band of width $a(\cos\theta-\sin\theta)$ the chord is $a/\cos\theta$; in two flanks of width $a\sin\theta$ each it falls linearly to zero. With $p$ the offset across the lines,

$$\int\ell^2dp=a^3\left[\frac{\cos\theta-\sin\theta}{\cos^2\theta}+\frac{2\sin\theta}{3\cos^2\theta}\right]
=a^3\left[\frac1{\cos\theta}-\frac{\sin\theta}{3\cos^2\theta}\right].$$

The total width integrated over $\theta$ is $a$, so

$$\langle\ell^2\rangle=a^2\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right]=0.7433\,a^2.$$

With $\bar t=a/\bar v$, the diffuse-wall diffusivity is $0.3717\,a\bar v$.

For $f\to0$ the long-run average of $C_k$ decides. Specular motion keeps the magnitudes of both transverse direction components, so the wall is struck $(\cos\theta+\sin\theta)/a$ times per unit projected path. The mean chord along the run is $\bar\ell=a/(\cos\theta+\sin\theta)$. This is also the mean of $\ell_0$ at fixed $\theta$, namely area divided by width. Therefore the average of $\langle\ell_0\ell_k\rangle$ over $k$ is $\langle\bar\ell^2\rangle$:

$$\langle\bar\ell^2\rangle=a^2\int_0^{\pi/4}\frac{d\theta}{\cos\theta+\sin\theta}
=\frac{a^2}{\sqrt2}\int_0^{\pi/4}\frac{d\theta}{\cos(\theta-\pi/4)}
=\frac{a^2\ln(1+\sqrt2)}{\sqrt2}.$$

Dividing by $\langle\ell^2\rangle$ gives 0.8385, so $S(f)\to0.8385\times2/f$. In this limit the Smoluchowski factor is 19 % too large, relative to the true factor for the square. At $f=0.8$ the true factor is 1.384 and the Smoluchowski factor 1.5; at $f=0.1$ they are 15.945 and 19. The wall correlations were tested against a separate average over interior points, which gives the same factors to the digits shown.

## 5. How long is long?

The diffusion law gives a flow $D\pi R^2n/L$ through a circular tube of length $L$ with vacuum at the far end. Dividing by the entering flow $\pi R^2n\bar v/4$ gives the transmission probability

$$W_{\rm long}=\frac{4D}{\bar vL}=\frac{8R}{3L}\,\frac{2-f}{f}.$$

This cannot hold for $f\to0$ at fixed $L$: a fully specular tube transmits every molecule that enters, so $W=1$, whereas $W_{\rm long}$ diverges. A finite-tube equation is needed.

First find the distribution of one axial step. For $g=\mu/s$ we have $s=(1+g^2)^{-1/2}$ and $d\mu/dg=(1+g^2)^{-3/2}$, so its density is $(2/\pi)(1+g^2)^{-2}$. With $z=\ell g$ and $x=|z|/2R$, the density $K$ of the step obeys

$$2RK=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi\,d\varphi}{(\cos^2\varphi+x^2)^2}.$$

Write $r=\sqrt{1+x^2}$. The integral $I=\int d\varphi/(\cos^2\varphi+x^2)$ equals $\pi/(xr)$, and the integral with the squared denominator is $-I'(x)/(2x)=\pi(1+2x^2)/(2x^3r^3)$. Expanding $\cos^4\varphi=(\cos^2\varphi+x^2-x^2)^2$,

$$2RK=1-\frac{2x}{r}+\frac{x(1+2x^2)}{2r^3}=1-\frac{x(3+2x^2)}{2r^3}.$$

Integration from $z>0$ to infinity gives the tail $T$, and a second integration gives $G$:

$$T(z)=\frac{x^2+\frac12}{r}-x=\frac{1}{2r(r+x)^2},\qquad G(z)=\frac{2R}{4(r+x)^2}.$$

Both follow by differentiation, using $(r+x)(r-x)=1$ and $d(r+x)/dx=(r+x)/r$. For $N$ equal chords $z$ is replaced by $z/N$, so

$$T_f(z)=\sum_Nf(1-f)^{N-1}T(z/N),\qquad G_f(z)=\sum_Nf(1-f)^{N-1}N\,G(z/N),$$

and $K_f=-dT_f/dz$. A flight never reverses its axial direction, so a molecule that crosses an end has left. The probability $v(z)$ of leaving through the exit after diffuse emission at $z$ obeys

$$v(z)=T_f(L-z)+\int_0^LK_f(|z-z'|)\,v(z')\,dz'.$$

Molecules entering from an equilibrium gas are distributed as those crossing a plane inside an infinite equilibrium tube. There, diffuse events occur at a rate $f\,2\pi R\,n\bar v/4$ per unit length. Summing over flights that start before the entrance gives weight $T_f(z)$ for a first diffuse event at $z$, and $G_f(L)$ for direct passage. Division by the entering flow leaves

$$W=\frac{2f}{R}\left[G_f(L)+\int_0^LT_f(z)\,v(z)\,dz\right].$$

For $L=0$, $G_f(0)=\frac R2\langle N\rangle=R/(2f)$ and $W=1$, as required. At $L=10R$ and $f=0.5$ the equation gives 0.3676, and three-dimensional ray tracing gives $0.3683\pm0.0011$. For very long tubes the growth of $1/W$ with length was tested to agree with the diffusion law, end effects and grid error included, within 1 %.

The ratio $W/W_{\rm long}$ shows the approach:

| $f$ | $L=20R$ | $L=200R$ | $L=2000R$ |
|---|---|---|---|
| 1.0 | 0.820 | 0.971 | 0.997 |
| 0.8 | 0.742 | 0.953 | 0.994 |
| 0.2 | 0.372 | 0.800 | 0.965 |

In the column $L=2000R$ the grid is coarse and raises the first two entries by about 0.001; on refined grids the three values settle at 0.9962, 0.9934 and 0.9655.

The root-mean-square flight, $R\sqrt{8(2-f)/3}/f$, is $1.6R$ for $f=1$ but $11R$ for $f=0.2$. In the latter case a tube of length $20R$ is less than two such flights long, and $W_{\rm long}=1.2$ is not even a probability. The length condition is $L\gg R/f$, not merely $L\gg R$.

## 6. A worked flow

Take round model values: $m=40$ u, $T=300$ K, $R=1$ mm, $L=200$ mm and $f=0.8$, with 0.01 Pa upstream and vacuum downstream. The mean speed is 398.5 m/s, so

$$D=\frac23(10^{-3}\ \mathrm m)(398.5\ \mathrm{m/s})\times1.5=0.2657\times1.5=0.3985\ \mathrm{m^2/s}.$$

For hard spheres of diameter $d=0.4$ nm the upstream mean free path, $kT/(\sqrt2\pi d^2p)$, is 583 mm. The mean path between diffuse collisions is $2R/f=2.5$ mm, so neglecting intermolecular collisions is reasonable to about 1 %. It is no better than that, because $D$ weights the rare long flights near the axis: ending the memory of a flight at the mean free path lowers the long-tube $D$ by 0.8 to 1.5 % here, a rough estimate that ignores momentum conservation in the collisions. At smaller $f$ this condition tightens along with the length condition.

The upstream density is $2.414\times10^{18}$ m$^{-3}$. The long-tube flow is

$$\frac{D\pi R^2n}{L}=\frac{0.3985\times3.142\times10^{-6}\times2.414\times10^{18}}{0.2}=1.51\times10^{13}\ \text{molecules/s}.$$

The finite-tube equation gives $W=0.01905$ instead of 0.02000, and a flow of $1.44\times10^{13}$ molecules/s. The long-tube law is thus 5 % too high relative to the finite-tube result, although the tube is 200 radii long.

The difference matters when $f$ is inferred from a flow. Inserting $W=0.01905$ in the long-tube law gives $(2-f)/f=0.01905\times200\times3/8=1.43$, hence $f=2/2.43=0.82$ instead of 0.8. The end effect would be read as a slightly more diffuse wall. Further values are in the numerical output below.

## Table of computed values

```
Circular tube: f, D/(R vbar) by quadrature, formula, factor
  1.0  0.6667  0.6667  1.0000
  0.8  1.0000  1.0000  1.5000
  0.5  2.0000  2.0000  3.0000
  0.2  6.0000  6.0000  9.0000
Uniform-drift D / true D: 0.5890
Finite tube, L = 10 R: f, W integral equation, W ray tracing, std error
  1.0  0.1909  0.1906  0.0009
  0.5  0.3676  0.3683  0.0011
Growth of 1/W from L = 1000 R/f to 2000 R/f: f, slope / long-tube slope
  1.0  0.9992
  0.5  0.9988
  0.2  0.9982
W / long-tube W: f, at L/R = 20, 200, 2000
  1.0  0.820  0.971  0.997
  0.8  0.742  0.953  0.994
  0.2  0.372  0.800  0.965
Square: mean squared chord / a^2, sampled 0.7433, closed form 0.7433
Square: diffuse-wall D/(a vbar) = 0.3717
Square: mean chord correlation 0.8383, closed form 0.8385
Square: f, factor from wall, factor from interior, (2-f)/f
  0.8  1.384  1.384  1.500
  0.5  2.591  2.591  3.000
  0.2  7.575  7.575  9.000
  0.1  15.945  15.945  19.000
Example: m = 40 u, T = 300 K, f = 0.8
R = 1 mm, L = 200 mm, p = 0.01 Pa, collision diameter = 0.4 nm
Mean speed = 398.5 m/s
D, all diffuse = 0.2657 m^2/s
Factor (2-f)/f = 1.500
D, f = 0.8: 0.3985 m^2/s
Mean free path = 583 mm
Mean path between diffuse collisions = 2.50 mm
Upstream number density = 2.4143e+18 m^-3
W long-tube = 0.02000, W finite-tube = 0.01905
Flow long-tube = 1.5112e+13 molecules/s
Flow finite-tube = 1.4397e+13 molecules/s
Long-tube excess = 4.97 percent
```
